# Strain-Balanced Substrate Lattice Constant of a Two-Material Superlattice: test program

```python
# Result under test: a coherent (001) superlattice of two cubic materials has
# zero average in-plane stress on a substrate with lattice constant
#     a_star = (M1 t1 a1 + M2 t2 a2) / (M1 t1 + M2 t2),
#     M = C11 + C12 - 2 C12^2 / C11   (biaxial modulus),
# where a = free lattice constant, n = cells per period, t = n a = unstrained
# thickness, C11 and C12 = elastic constants. The energy is quadratic in
# (stretch - 1). Other strain measures show which terms depend on that choice.
# Units: eV and angstrom. Tension is positive.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, root

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def strain(stretch, m):
    """Strain measure (stretch^m - 1)/m, with the logarithm for m = 0."""
    return np.log(stretch) if m == 0 else (stretch**m - 1) / m


def layer_energy(v, layer, m=1):
    """Energy of one column of cells with sides v[0], v[1] and height v[2]."""
    a, n, c11, c12 = layer
    ex, ey, ez = (strain(v[k] / a, m) for k in range(3))
    density = (c11 * (ex**2 + ey**2 + ez**2) / 2
               + c12 * (ex * ey + ey * ez + ez * ex))
    return n * a**3 * density


def slope(function, v, k):
    """Partial derivative by a complex step, free of subtraction error."""
    w = np.array(v, dtype=complex)
    w[k] += 1e-30j
    return function(w).imag / 1e-30


def numeric_balance(layers, m=1):
    """Relax the common in-plane constant and both layer heights."""
    def energy(v):
        return sum(layer_energy([v[0], v[0], v[i + 1]], layer, m)
                   for i, layer in enumerate(layers))

    def gradient(v):
        return np.array([slope(energy, v, k) for k in range(3)])

    start = [np.mean([q[0] for q in layers]), layers[0][0], layers[1][0]]
    v = root(gradient, start, tol=1e-12).x
    assert np.max(np.abs(gradient(v))) < 1e-7
    for k in range(3):
        for step in (-0.01, 0.01):
            w = v.copy()
            w[k] += step
            assert energy(w) > energy(v)
    return v[0]


def layer_state(a0, layer):
    """Force per length, strained thickness and relaxed cell height."""
    def energy(v):
        return layer_energy(v, layer)

    a, n = layer[:2]
    c = brentq(lambda x: slope(energy, [a0, a0, x], 2),
               0.8 * a, 1.2 * a, xtol=1e-14, rtol=1e-14)
    return slope(energy, [a0, a0, c], 0) / a0, n * c, c


def modulus(layer):
    c11, c12 = layer[2:]
    return c11 + c12 - 2 * c12**2 / c11


def arrays(layers):
    a = np.array([q[0] for q in layers])
    t = np.array([q[0] * q[1] for q in layers])
    return a, t, np.array([modulus(q) for q in layers])


def formula_balance(layers):
    a, t, M = arrays(layers)
    return np.sum(M * t * a) / np.sum(M * t)


def variance(layers):
    a, t, M = arrays(layers)
    p = M * t / np.sum(M * t)
    return p[0] * p[1] * (a[0] - a[1])**2


layers = [(5.40, 10, 0.90, 0.40), (5.60, 10, 0.60, 0.30)]
a, t, M = arrays(layers)
a_star = formula_balance(layers)
a_mean = np.sum(t * a) / np.sum(t)
a_num = numeric_balance(layers)
shift = (t[0] * t[1] * (M[0] - M[1]) * (a[0] - a[1])
         / (np.sum(t) * np.sum(M * t)))

# Full relaxation against the closed formula and the shift formula.
assert abs(a_num - a_star) < 1e-8
assert abs((a_num - a_mean) - shift) < 1e-8

# Layer forces and normal strains from the three-dimensional energy.
for a0 in (a_star, a_mean, 5.45):
    for i, layer in enumerate(layers):
        force, height, c = layer_state(a0, layer)
        eps = a0 / a[i] - 1
        assert abs(force - t[i] * M[i] * (a0 - a[i]) / a0) < 1e-9
        assert abs(c / a[i] - 1 + 2 * layer[3] / layer[2] * eps) < 1e-10
balanced = [layer_state(a_num, q) for q in layers]
plain = [layer_state(a_mean, q) for q in layers]
average_balanced = sum(s[0] for s in balanced) / sum(s[1] for s in balanced)
average_plain = sum(s[0] for s in plain) / sum(s[1] for s in plain)
assert abs(average_balanced) < 1e-9
assert average_plain > 1e-4

# Equal biaxial moduli, but different C11 and C12, restore the plain mean.
c11_equal = brentq(lambda x: modulus((5.6, 10, x, 0.25)) - M[0], 0.3, 2.0)
equal_layers = [layers[0], (5.60, 10, c11_equal, 0.25)]
a_equal = numeric_balance(equal_layers)
assert abs(c11_equal - layers[0][2]) > 0.01
assert abs(a_equal - a_mean) < 1e-8

# Thickness ratio for a prescribed substrate.
a_sub = 5.50
ratio = M[1] * (a[1] - a_sub) / (M[0] * (a_sub - a[0]))
design = [(a[0], ratio * t[1] / a[0], *layers[0][2:]), layers[1]]
assert abs(numeric_balance(design) - a_sub) < 1e-8

# Other elastic laws: second-order change, against a first-order shift.
half = [(5.45, 10, 0.90, 0.40), (5.55, 10, 0.60, 0.30)]
V = variance(layers)
law_change = {}
for m in (0, 2):
    change = numeric_balance(layers, m) - a_star
    change_half = numeric_balance(half, m) - formula_balance(half)
    estimate = -1.5 * (m - 1) * V / a_star
    assert abs(change / estimate - 1) < 0.05  # next order in misfit
    assert abs(change / change_half - 4) < 0.2
    law_change[m] = change
ah, th, Mh = arrays(half)
shift_half = numeric_balance(half) - np.sum(th * ah) / np.sum(th)
shift_ratio = (a_num - a_mean) / shift_half
assert abs(shift_ratio - 2) < 0.1

# Two other common closed forms, and their second-order differences.
a_strain = np.sum(M * t) / np.sum(M * t / a)
a_area = np.sum(M * t / a) / np.sum(M * t / a**2)
assert abs((a_strain - a_star) / (-V / a_star) - 1) < 0.05
assert abs((a_area - a_star) / (-2 * V / a_star) - 1) < 0.05

# Bending: force and moment equilibrium of the whole plate.
periods, h_sub, M_sub = 20, 1.0e6, 0.80


def plate_curvature(period):
    """period lists (force per length, thickness, modulus), bottom first."""
    stiffness = np.array([[M_sub, 0.0], [0.0, M_sub / 12]])
    load = np.zeros(2)
    low = 0.5  # heights are measured in substrate thicknesses
    for force, height, mod in period * periods:
        high = low + height / h_sub
        k0, k1, k2 = (mod * (high**q - low**q) / q for q in (1, 2, 3))
        stiffness += np.array([[k0, k1], [k1, k2]])
        load += force / h_sub * np.array([1.0, (low + high) / 2])
        low = high
    return np.linalg.solve(stiffness, -load)[1] / h_sub


exact_state = [layer_state(a_star, q) for q in layers]
(f1, h1, _), (f2, h2, _) = exact_state
kappa_plain = plate_curvature([(s[0], s[1], M[i])
                              for i, s in enumerate(plain)])
kappa_bal = plate_curvature([(f1, h1, M[0]), (f2, h2, M[1])])
kappa_sym = plate_curvature([(f1 / 2, h1 / 2, M[0]), (f2, h2, M[1]),
                            (f1 / 2, h1 / 2, M[0])])
F_plain = periods * sum(s[0] for s in plain)
thin_plain = -6 * F_plain / (M_sub * h_sub**2)
thin_bal = 6 * periods * f1 * (h1 + h2) / (M_sub * h_sub**3)
# Thin-film formulas neglect terms of order film/substrate thickness.
assert abs(kappa_plain / thin_plain - 1) < 0.02
assert abs(kappa_bal / thin_bal - 1) < 0.02
assert abs(kappa_sym) < 1e-5 * abs(kappa_bal)

for i, layer in enumerate(layers):
    k = i + 1
    print(f"Layer {k}: free lattice constant = {a[i]:.2f} angstrom")
    print(f"Layer {k}: cells per period = {layer[1]} (no unit)")
    print(f"Layer {k}: unstrained thickness = {t[i]:.1f} angstrom")
    print(f"Layer {k}: C11 = {layer[2]:.2f} eV/angstrom^3")
    print(f"Layer {k}: C12 = {layer[3]:.2f} eV/angstrom^3")
    print(f"Layer {k}: biaxial modulus M = {M[i]:.5f} eV/angstrom^3")
    print(f"Layer {k}: M t = {M[i] * t[i]:.3f} eV/angstrom^2")
print(f"Balance point, formula = {a_star:.6f} angstrom")
print(f"Balance point, full relaxation = {a_num:.6f} angstrom")
print(f"Balance point, converted = {a_star / BOHR:.6f} bohr")
print(f"Thickness-weighted mean = {a_mean:.6f} angstrom")
print(f"Elastic shift from mean = {shift:.6f} angstrom")
print(f"Elastic shift, converted = {shift / BOHR:.6f} bohr")
for i, state in enumerate(exact_state):
    k = i + 1
    print(f"Balanced layer {k}: in-plane strain = "
          f"{100 * (a_star / a[i] - 1):.4f} percent")
    print(f"Balanced layer {k}: normal strain = "
          f"{100 * (state[2] / a[i] - 1):.4f} percent")
    print(f"Balanced layer {k}: strained thickness = {state[1]:.4f} angstrom")
    print(f"Balanced layer {k}: stress = "
          f"{state[0] / state[1]:.6f} eV/angstrom^3")
    print(f"Balanced layer {k}: force per length = "
          f"{state[0]:.6f} eV/angstrom^2")
print(f"Average stress at plain mean = {average_plain:.6f} eV/angstrom^3")
print(f"Equal-M test: C11 of layer 2 = {c11_equal:.5f} eV/angstrom^3")
print(f"Equal-M test: C12 of layer 2 = {equal_layers[1][3]:.2f} eV/angstrom^3")
print(f"Equal-M test: balance point = {a_equal:.6f} angstrom")
print(f"Design substrate constant = {a_sub:.2f} angstrom")
print(f"Design thickness ratio t1/t2 = {ratio:.5f} (no unit)")
print(f"Second-order scale V/a_star = {V / a_star:.6f} angstrom")
print(f"Change, logarithmic strain law = {law_change[0]:.6f} angstrom")
print(f"Change, Green strain law (m=2) = {law_change[2]:.6f} angstrom")
print(f"Elastic shift ratio, full/half misfit = {shift_ratio:.4f} (no unit)")
print(f"Zero sum of M t strain gives = {a_strain:.6f} angstrom")
print(f"Common-unstrained-area energy gives = {a_area:.6f} angstrom")
print(f"Number of periods in bending example = {periods} (no unit)")
print(f"Substrate thickness = {h_sub:.1e} angstrom")
print(f"Substrate biaxial modulus = {M_sub:.2f} eV/angstrom^3")
print(f"Film force at plain mean = {F_plain:.5f} eV/angstrom^2")
print(f"Curvature at plain mean, plate = {kappa_plain:.4e} 1/angstrom")
print(f"Curvature at plain mean, thin film = {thin_plain:.4e} 1/angstrom")
print(f"Curvature at a_star, plate = {kappa_bal:.4e} 1/angstrom")
print(f"Curvature at a_star, thin film = {thin_bal:.4e} 1/angstrom")
print("success")
```

Output:

```
Layer 1: free lattice constant = 5.40 angstrom
Layer 1: cells per period = 10 (no unit)
Layer 1: unstrained thickness = 54.0 angstrom
Layer 1: C11 = 0.90 eV/angstrom^3
Layer 1: C12 = 0.40 eV/angstrom^3
Layer 1: biaxial modulus M = 0.94444 eV/angstrom^3
Layer 1: M t = 51.000 eV/angstrom^2
Layer 2: free lattice constant = 5.60 angstrom
Layer 2: cells per period = 10 (no unit)
Layer 2: unstrained thickness = 56.0 angstrom
Layer 2: C11 = 0.60 eV/angstrom^3
Layer 2: C12 = 0.30 eV/angstrom^3
Layer 2: biaxial modulus M = 0.60000 eV/angstrom^3
Layer 2: M t = 33.600 eV/angstrom^2
Balance point, formula = 5.479433 angstrom
Balance point, full relaxation = 5.479433 angstrom
Balance point, converted = 10.354627 bohr
Thickness-weighted mean = 5.501818 angstrom
Elastic shift from mean = -0.022386 angstrom
Elastic shift, converted = -0.042303 bohr
Balanced layer 1: in-plane strain = 1.4710 percent
Balanced layer 1: normal strain = -1.3075 percent
Balanced layer 1: strained thickness = 53.2939 angstrom
Balanced layer 1: stress = 0.013873 eV/angstrom^3
Balanced layer 1: force per length = 0.739322 eV/angstrom^2
Balanced layer 2: in-plane strain = -2.1530 percent
Balanced layer 2: normal strain = 2.1530 percent
Balanced layer 2: strained thickness = 57.2057 angstrom
Balanced layer 2: stress = -0.012924 eV/angstrom^3
Balanced layer 2: force per length = -0.739322 eV/angstrom^2
Average stress at plain mean = 0.003127 eV/angstrom^3
Equal-M test: C11 of layer 2 = 0.84277 eV/angstrom^3
Equal-M test: C12 of layer 2 = 0.25 eV/angstrom^3
Equal-M test: balance point = 5.501818 angstrom
Design substrate constant = 5.50 angstrom
Design thickness ratio t1/t2 = 0.63529 (no unit)
Second-order scale V/a_star = 0.001748 angstrom
Change, logarithmic strain law = 0.002626 angstrom
Change, Green strain law (m=2) = -0.002595 angstrom
Elastic shift ratio, full/half misfit = 2.0036 (no unit)
Zero sum of M t strain gives = 5.477698 angstrom
Common-unstrained-area energy gives = 5.475977 angstrom
Number of periods in bending example = 20 (no unit)
Substrate thickness = 1.0e+06 angstrom
Substrate biaxial modulus = 0.80 eV/angstrom^3
Film force at plain mean = 6.88434 eV/angstrom^2
Curvature at plain mean, plate = -5.1299e-11 1/angstrom
Curvature at plain mean, thin film = -5.1633e-11 1/angstrom
Curvature at a_star, plate = 1.2177e-14 1/angstrom
Curvature at a_star, thin film = 1.2254e-14 1/angstrom
success
```
